# How Intrinsic Density Squared Grows When the Infrared Cutoff Doubles

**Question.** Two undoped infrared absorbers are held at 300 K. One stops responding to light at a wavelength of 2 micrometres, the other at 4 micrometres. By what factor is the squared intrinsic carrier density \(n_i^2\) larger in the second, and how does that factor scale with wavelength and temperature?

**Answer.** About five orders of magnitude. The change of band gap alone gives \(1.6\times10^5\). In a narrow-gap alloy the electron mass falls with the gap, which brings the estimate down to about \(7\times10^4\). The reasoning below assumes thermal equilibrium, isotropic bands and, for the closed formulas, Boltzmann statistics. Energies are in eV and densities in cm\(^{-3}\).

### Why the square matters

Consider a long p-type layer beside a junction, with acceptor density \(N_A\gg n_i\). Its equilibrium electron density is \(n_0=n_i^2/N_A\), because \(np=n_i^2\) and \(p\simeq N_A\). Let \(z\) be the distance from the junction edge, \(D\) the electron diffusion coefficient and \(\tau\) the lifetime. The deviation \(\delta=n-n_0\) obeys

\[
D\,\frac{d^2\delta}{dz^2}=\frac{\delta}{\tau}.
\]

A reverse bias of many \(kT/q\), where \(q\) is the elementary charge, empties the edge of electrons, so \(\delta(0)=-n_0\). Far away \(\delta\to0\). Hence \(\delta=-n_0e^{-z/L}\) with \(L=\sqrt{D\tau}\), and the magnitude of the diffusion current density is

\[
J_{\rm diff}=qD\left|\frac{d\delta}{dz}\right|_{0}=\frac{qD}{L}\,\frac{n_i^2}{N_A}.
\]

With \(D\), \(L\) and \(N_A\) held fixed, this part of the dark current grows as \(n_i^2\). Its shot noise, whose rms value is proportional to the square root of the current at fixed bandwidth, then grows as \(n_i\).

### From cutoff to gap

A photon at the cutoff just carries an electron across the gap, so

\[
E_g=\frac{hc}{\lambda}.
\]

The two gaps are 0.620 eV and 0.310 eV. Doubling the wavelength halves the gap, so the difference equals the smaller gap. Both cutoffs must be those at 300 K, since the gap that enters the carrier density is the gap at the temperature of use.

### From gap to intrinsic density

Let \(E_c\) and \(E_v\) be the band edges, \(\mu\) the Fermi level and \(m\) the electron mass. When \(E_c-\mu\gg kT\), the occupation of a conduction state of energy \(\varepsilon\) is close to \(e^{-(\varepsilon-\mu)/kT}\). With two spin states per wavevector, the number of states per volume in a shell \(dk\) is \(2\cdot4\pi k^2dk/(2\pi)^3=k^2dk/\pi^2\). For a parabolic band,

\[
n=e^{-(E_c-\mu)/kT}\,\frac{1}{\pi^2}\int_0^\infty k^2e^{-ak^2}dk,
\qquad a=\frac{\hbar^2}{2mkT}.
\]

The integral is \(\sqrt\pi/(4a^{3/2})\), so

\[
n=N_c\,e^{-(E_c-\mu)/kT},\qquad
N_c=\frac14\left(\frac{2mkT}{\pi\hbar^2}\right)^{3/2}
=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\]

The last form follows from \(2/\pi=4/(2\pi)\) and \(4^{3/2}=8\). A hole is an empty valence state, whose probability is close to \(e^{-(\mu-\varepsilon)/kT}\). The same integral gives \(p=N_ve^{-(\mu-E_v)/kT}\), with the heavy-hole mass \(m_h\) in \(N_v\). In the product the Fermi level cancels. Since \(n=p=n_i\) without doping,

\[
n_i^2=N_cN_v\,e^{-E_g/kT}.
\]

The full gap appears in the exponent because each thermal excitation makes two carriers, and \(n_i^2\) counts both.

### The gap-only estimate

If \(N_cN_v\) is the same in both materials, it drops out of the ratio:

\[
R_0=\frac{n_i^2(\lambda_2)}{n_i^2(\lambda_1)}
=\exp\!\left[\frac{hc}{kT}\left(\frac1{\lambda_1}-\frac1{\lambda_2}\right)\right].
\]

At 300 K, \(kT=0.02585\) eV, and

\[
\frac{0.30996}{0.025852}=11.99,\qquad R_0=e^{11.99}=1.61\times10^5 .
\]

Dividing the exponent by \(\ln10=2.303\) gives 5.21 decades. Put differently, each decade costs \(kT\ln10\simeq0.060\) eV of gap.

The logarithm of \(R_0\) depends on the difference of inverse wavelengths, so equal steps in wavelength do not bring equal factors. A doubling from \(\lambda\) to \(2\lambda\) gives \(\ln R_0=hc/(2\lambda kT)\), which halves each time the starting wavelength doubles.

### Why the electron mass changes

The estimate above assumed equal prefactors. In narrow-gap alloys with a direct gap, such as mercury cadmium telluride, the small electron mass comes mainly from the coupling between the conduction band and the valence band across the gap. A smaller gap strengthens the effect of that coupling.

Take \(\mathbf k\) along \(z\), and let \(t=\hbar^2k^2/2m_0\), where \(m_0\) is the free-electron mass. The conduction state is s-like and couples to the p-like valence state oriented along \(\mathbf k\). If \(P\) is the momentum matrix element between them, the squared coupling is

\[
\left(\frac{\hbar kP}{m_0}\right)^2=E_P\,t,\qquad E_P=\frac{2P^2}{m_0}.
\]

Spin-orbit interaction mixes the p states. With spin up, the state along \(z\) has orbital projection zero. Angular-momentum addition gives it weight 2/3 in the light-hole state and 1/3 in the split-off state. The heavy-hole state has orbital projection one and contains none of it, so it does not couple. In this model \(m_h\) is therefore a separate input, taken equal in both alloys.

Suppose first that the split-off band lies far below, and drop the free-electron kinetic term. With energy \(E'\) measured from the valence edge, two states remain:

\[
\det\begin{pmatrix}E_g-E' & \sqrt{2E_Pt/3}\\ \sqrt{2E_Pt/3} & -E'\end{pmatrix}=0
\quad\Rightarrow\quad E'(E'-E_g)=\tfrac23E_Pt .
\]

Measure the electron energy from the conduction edge, \(E=E'-E_g\). Then \(E(E+E_g)=\frac23E_Pt\), and division by \(E_g\) gives

\[
E\left(1+\frac{E}{E_g}\right)=\frac{2E_P}{3E_g}\,\frac{\hbar^2k^2}{2m_0}
=\frac{\hbar^2k^2}{2m},\qquad \frac{m}{m_0}=\frac{3E_g}{2E_P}.
\]

The band-edge mass is proportional to the gap. Halving the gap halves \(m\), and since \(N_c\propto m^{3/2}\), it multiplies \(N_c\) by \(2^{-3/2}=0.354\). A lighter electron has fewer states within reach of \(kT\).

### Why the band is not parabolic

The factor \(1+E/E_g\) makes the energy rise more slowly than \(k^2\), so more states lie at low energy than the band-edge mass suggests. The integral can be done in closed form. Put

\[
E=\frac{E_g}{2}(\cosh\theta-1),\qquad x=\frac{E_g}{2kT}.
\]

Then \(E(E+E_g)=(E_g/2)^2\sinh^2\theta\). This must equal \(E_g\hbar^2k^2/2m\), so \(k=k_0\sinh\theta\) with \(k_0^2=mE_g/(2\hbar^2)\). The Boltzmann integral becomes

\[
\int_0^\infty k^2e^{-E/kT}dk
=k_0^3e^x\int_0^\infty\sinh^2\theta\cosh\theta\,e^{-x\cosh\theta}d\theta .
\]

Integrate by parts, using \(\sinh\theta\,e^{-x\cosh\theta}=-\frac1x\frac{d}{d\theta}e^{-x\cosh\theta}\). The boundary terms vanish, and the derivative of \(\sinh\theta\cosh\theta\) is \(\cosh2\theta\). This leaves

\[
\frac{k_0^3e^x}{x}\int_0^\infty\cosh2\theta\,e^{-x\cosh\theta}d\theta
=\frac{k_0^3e^x}{x}K_2(x),
\]

where the last integral defines the modified Bessel function \(K_2\). Now divide by the parabolic result \(\sqrt\pi/(4a^{3/2})\). Since \(ak_0^2=E_g/(4kT)=x/2\), the correction factor is

\[
J(x)=\frac{4}{\sqrt\pi}\left(\frac x2\right)^{3/2}\frac{e^xK_2(x)}{x}
=\sqrt{\frac{2x}{\pi}}\;e^xK_2(x).
\]

For a gap much larger than \(kT\) a simpler form suffices. Another integration by parts gives \(\int k^2e^{-E/kT}dk=\frac1{3kT}\int k^3e^{-E/kT}dE\), and the dispersion gives \(k^3\propto E^{3/2}(1+3E/2E_g)\) to first order. The average of \(E\) with weight \(E^{3/2}e^{-E/kT}\) is \(\frac52kT\), so

\[
J\simeq1+\frac32\cdot\frac52\,\frac{kT}{E_g}=1+\frac{15kT}{4E_g}.
\]

This gives 1.156 and 1.313 for the two gaps, against 1.162 and 1.334 from the Bessel form.

### The corrected estimate

Both corrections multiply \(N_c\), so with the same \(m_h\)

\[
n_i^2=N_cN_vJ\,e^{-E_g/kT},\qquad
R=R_0\left(\frac{m_2}{m_1}\right)^{3/2}\frac{J(x_2)}{J(x_1)} .
\]

As an example take parameters in the regime of mercury cadmium telluride, whose composition tunes the gap through both cutoffs. Rough typical values are \(E_P=19\) eV and \(m_h=0.5\,m_0\). The heavy holes then have \(N_v=8.87\times10^{18}\) cm\(^{-3}\).

For the 2 micrometre material, \(m/m_0=3(0.620)/38=0.0489\) and \(N_c=2.72\times10^{17}\) cm\(^{-3}\). With \(E_g/kT=23.98\),

\[
n_i^2=(2.72\times10^{17})(8.87\times10^{18})(1.162)\,e^{-23.98}
=1.08\times10^{26}\ \text{cm}^{-6}.
\]

For the 4 micrometre material, \(m/m_0=0.0245\) and \(N_c=9.61\times10^{16}\) cm\(^{-3}\), so

\[
n_i^2=(9.61\times10^{16})(8.87\times10^{18})(1.334)\,e^{-11.99}
=7.06\times10^{30}\ \text{cm}^{-6}.
\]

The intrinsic densities are \(1.0\times10^{13}\) and \(2.7\times10^{15}\) cm\(^{-3}\). The ratio of the squares, factor by factor, is

\[
R=(1.61\times10^5)(0.354)(1.148)=6.5\times10^4 .
\]

In decades the gap contributes \(+5.21\), the mass \(-0.45\) and the nonparabolic shape \(+0.06\), for a total of 4.82. The exponential sets the order of magnitude, and the prefactor changes the leading digit.

### How the answer scales

A local exponent tells how steeply \(n_i^2\) rises near a given cutoff. At fixed temperature \(E_g\propto1/\lambda\), so \(-E_g/kT\) contributes \(+E_g/kT\) to \(d\ln n_i^2/d\ln\lambda\). The mass term \(\frac32\ln m\) contributes \(-\frac32\). With \(J\simeq1+u\) and \(u=15kT/4E_g\propto\lambda\), the last contribution is \(u/(1+u)\). Together,

\[
\frac{d\ln n_i^2}{d\ln\lambda}\simeq\frac{E_g}{kT}-\frac32+\frac{u}{1+u}.
\]

This is about 22.6 at 2 micrometres and 10.7 at 4 micrometres. Near the shorter cutoff, a one percent increase in wavelength raises \(n_i^2\) by about a quarter. No single power law covers the range.

Temperature enters through \(E_g/kT\). At 200 K, with both gaps held at their 300 K values, the corrected ratio becomes \(2.5\times10^7\), or 7.4 decades. Both densities fall on cooling, but that of the wider gap falls faster.

One may also ask how cold the 4 micrometre material must be to reach the \(n_i^2\) of the other at 300 K. The exponentials match when \(E_g/kT\) is equal, which for half the gap means half the temperature, 150 K. The prefactor relaxes this. At 170 K, again with the gap fixed, \(N_cN_v\) falls by \((170/300)^3=0.182\), \(J\) is about 1.18 and \(E_g/kT=21.16\), so

\[
n_i^2\simeq(8.52\times10^{35})(0.182)(1.18)\,e^{-21.16}\simeq1.2\times10^{26}\ \text{cm}^{-6},
\]

close to the target of \(1.08\times10^{26}\). Cooling to about 170 K thus offsets the doubled cutoff in this model.

### Which approximations move the number

**Statistics.** Setting \(n=p\) gives \(E_c-\mu=\frac12E_g+\frac12kT\ln(N_cJ/N_v)\). The logarithm is negative because electrons are lighter than heavy holes, so the Fermi level lies above midgap. A numerical solution of \(n=p\) with Fermi-Dirac occupation puts it \(10.3\,kT\) below the conduction edge in the wider gap, but only \(3.9\,kT\) below in the narrower one. With \(\zeta=e^{-(E_c-\mu)/kT}\), the occupation expands as \(\zeta e^{-E/kT}-\zeta^2e^{-2E/kT}+\dots\). For a parabolic band the second term reduces \(n\) by the fraction \(\zeta/2^{3/2}\), here about 0.7 percent. The numerical ratio in the same bands is \(6.50\times10^4\), against \(6.54\times10^4\) from the formula.

The margin shrinks at longer cutoffs. At 8 micrometres the gap is \(6.0\,kT\), \(N_c\) is \(3.4\times10^{16}\) cm\(^{-3}\) and \(J\) is 1.71. The formula then puts the Fermi level about \(0.5\,kT\) below the conduction edge. Boltzmann statistics no longer holds there, and the formula should not be extended to that case.

**Light holes.** In the two-band model the light-hole band mirrors the conduction band. It adds the fraction \(J(m/m_h)^{3/2}\) to the hole states, which is 3.6 percent for the wider gap and 1.4 percent for the narrower. Including it numerically lowers the ratio to \(6.37\times10^4\).

**Finite spin-orbit splitting.** Let the split-off band lie \(\Delta=1\) eV below the valence edge, and restore the free-electron term. Second-order perturbation theory adds the two couplings, each divided by its energy separation:

\[
\frac{m_0}{m}=1+\frac{E_P}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right).
\]

The masses become \(0.0395\,m_0\) and \(0.0214\,m_0\). Their ratio is 0.543 instead of 0.5, which by itself raises \(R\) by 13 percent. Applied alone to the corrected estimate, this gives about \(7.4\times10^4\). Including the accompanying change of conduction-band shape lowers this only slightly, to \(7.3\times10^4\), and light holes bring it to about \(7.1\times10^4\). The coupling to more distant bands is not included in these figures.

**The gap itself.** Lower only the 4 micrometre gap by 10 meV, equivalent to moving that cutoff by about 0.13 micrometres. The ratio rises by a factor of 1.41. The exponential alone would give \(e^{10/25.85}=1.47\), and the accompanying fall in mass takes part of it back. If both gaps shift by 10 meV, the exponentials cancel and the ratio changes by 2 percent. A common offset between cutoff and gap is therefore nearly harmless, while an offset in one material is not.

**The heavy-hole mass.** If it is 10 percent larger in the 4 micrometre alloy alone, the ratio rises by 15 percent, as \(1.1^{3/2}\) requires.

### Set beside a real detector

The band parameters above are ordinary for mercury cadmium telluride, though rough. An eight-band model with composition-dependent parameters gives a ratio near \(6.8\times10^4\), while a common empirical fit to the intrinsic density of the alloy gives about \(9\times10^4\). The order of magnitude is secure, but the leading digit is uncertain by some tens of percent. One assumption that needs checking in a real device is that cutoff equals gap. If the cutoff is read where the response has fallen to a chosen fraction of its peak, it depends on absorber thickness and on absorption near the band edge. A mismatch of 10 meV in one device moves the ratio by the factor 1.4 found above. The gap also changes with temperature, and near the 4 micrometre composition it shrinks on cooling. A common empirical fit puts this shrinkage near 26 meV between 300 K and 170 K, about one \(kT\) at room temperature, while the wider gap grows slightly. The fixed-gap results are therefore only rough guides. With the shifting gaps, the temperature that offsets the doubled cutoff drops from about 170 K to a little below 160 K, and the ratio at 200 K becomes several times larger than the fixed-gap value. Band tails, alloy disorder and interactions between carriers are left out and have not been sized here.

Doping matters for the step from density to current. For \(N_A=10^{16}\) cm\(^{-3}\) in the 4 micrometre material, neutrality requires \(n_0(n_0+N_A)=n_i^2\). This gives \(n_0=6.6\times10^{14}\) cm\(^{-3}\), 6 percent below \(n_i^2/N_A\). At lower doping the simple proportionality to \(n_i^2\) weakens further.

The dark current need not rise by the same factor as \(n_i^2\). Lifetimes and diffusion lengths generally differ between the two alloys. Generation through traps deep in the gap of a depleted region follows another law. The Shockley-Read-Hall net recombination rate is

\[
U=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)},
\]

where \(\tau_n,\tau_p\) are the capture lifetimes and \(n_1,p_1\) are the densities that would hold with the Fermi level at the trap. For a trap at the intrinsic Fermi level \(n_1=p_1=n_i\), and depletion makes \(n\) and \(p\) negligible. The generation rate is then \(-U=n_i/(\tau_p+\tau_n)\). If the trap sits at that level in both materials, and lifetimes and depletion width are fixed, this current grows by \(\sqrt R\simeq256\), while the diffusion current at fixed \(D\), \(L\) and \(N_A\) grows by \(6.5\times10^4\). A trap exactly at midgap lies below the intrinsic Fermi level, by about \(1.7\,kT\) in the wider gap and \(2.1\,kT\) in the narrower. With equal capture lifetimes the factor is then about 165. Five orders of magnitude is thus the answer for \(n_i^2\), and for a dark current only to the extent that diffusion dominates it and its other factors stay fixed. Real diodes need not meet these conditions: the empirical Rule 07 for good mercury cadmium telluride photodiodes gives a factor of only about \(8\times10^3\) between these two cutoffs at 300 K.

The main computed values are listed in the numerical output. The "fuller" ratio there, \(6.96\times10^4\), depends on the wavevector cutoff, because the free-electron term bends the light-hole band upward at large \(k\). Between cutoffs of 0.4 and 0.7 eV in \(t\) it falls by about 17 percent, so at most its first digit is meaningful. The estimates at 170 K and at 8 micrometres follow from the formulas above.

## Numbers as computed

```
Temperature: 300 K; kT: 0.025852 eV
Kane energy EP: 19.0 eV; splitting: 1.0 eV
Heavy-hole mass: 0.50 m0
Heavy-hole Nv: 8.8721e+18 cm^-3
--- Cutoff 2.0 um ---
Gap: 0.61992 eV; gap/kT: 23.9796
Electron mass, simple model: 0.04894 m0
Electron mass, fuller model: 0.03946 m0
Nc: 2.7170e+17 cm^-3
Nonparabolic factor J: 1.1619
First-order value of J: 1.1564
n_i^2, corrected formula: 1.0791e+26 cm^-6
n_i, corrected formula: 1.0388e+13 cm^-3
n_i, numerical, same bands: 1.0388e+13 cm^-3
n_i, fuller model: 9.2217e+12 cm^-3
Conduction edge above Fermi level: 10.322 kT
--- Cutoff 4.0 um ---
Gap: 0.30996 eV; gap/kT: 11.9898
Electron mass, simple model: 0.02447 m0
Electron mass, fuller model: 0.02141 m0
Nc: 9.6059e+16 cm^-3
Nonparabolic factor J: 1.3344
First-order value of J: 1.3128
n_i^2, corrected formula: 7.0588e+30 cm^-6
n_i, corrected formula: 2.6568e+15 cm^-3
n_i, numerical, same bands: 2.6482e+15 cm^-3
n_i, fuller model: 2.4320e+15 cm^-3
Conduction edge above Fermi level: 3.873 kT
--- Ratios of n_i^2, 4 um over 2 um (dimensionless) ---
Gap difference: 0.30996 eV
Gap difference/kT: 11.9898
Gap-only ratio: 1.6110e+05; decades: 5.207
Parabolic numerical ratio: 1.5974e+05
Mass factor: 0.3536; J factor: 1.1484
Corrected ratio: 6.5412e+04; decades: 4.816
Numerical ratio, same bands: 6.4993e+04
Numerical ratio with light holes: 6.3664e+04
Fuller ratio: 6.9553e+04; decades: 4.842
--- Sensitivity (factors are dimensionless) ---
Gap shift tested: 10.0 meV downward
Factor on ratio, only 4 um gap shifted: 1.4120
Factor on ratio, both gaps shifted: 0.9804
Factor, 4 um heavy-hole mass up 10%: 1.1532
Corrected ratio at 200 K, gaps fixed: 2.5166e+07
Decades at 200 K, gaps fixed: 7.401
```
